**Least-squares extraction of Heisenberg couplings from collinear energies**

For centres with spins \(S_i\) and signs \(\sigma_i=\pm1\), the program fits \(E(\sigma)=E_0+\sum_{i<j}J_{ij}S_iS_j\sigma_i\sigma_j\); the couplings are unique if the design matrix has rank \(1+N(N-1)/2\). Mixed-spin operator matrices are used to assert the pair mapping, the visible sum of four-spin couplings, and the hidden biquadratic and three-centre shifts. Further assertions cover rank-deficient and aliased configuration sets and the propagation of random energy errors. Self-consistent UHF energies of half-filled Hubbard clusters, with hopping \(t_{ij}\) and repulsion \(U\), are compared with fourth-order perturbation theory. In the five-centre example the full fit has an rms residual of 0.050 mEh, resolved into five four-spin coefficients \(q\). Eleven double-flip configurations instead give a residual at rounding level and an error of up to 0.147 mEh in a coupling, relative to the full fit. For the uniform square, UHF and exact diagonalization agree on \(q=5t^4/U^3\) at fourth order, while their pair corrections differ.

## Check in Python

```python
"""
Result under test: for H = E0 + sum_{i<j} J_ij S_i.S_j the energies of collinear
states sigma_i = +1/-1 are E0 + sum K_ij sigma_i sigma_j, K_ij = J_ij S_i S_j.
Least squares yields every J_ij if the design matrix has rank 1 + N(N-1)/2.
The residual reveals four-spin terms q_ijkl sigma_i sigma_j sigma_k sigma_l only
where they lie outside the column space of the design matrix.
Energies come from spin operators, from self-consistent UHF for half-filled
Hubbard clusters (hopping t_ij, repulsion U), and from exact diagonalization.
"""
from itertools import combinations, product
import numpy as np


def all_configurations(n):
    return np.array([(1,) + tail for tail in product((1, -1), repeat=n - 1)])


def spin_products(configs, order):
    subsets = combinations(range(configs.shape[1]), order)
    return np.stack([configs[:, list(s)].prod(axis=1) for s in subsets], axis=1)


def pair_design(configs):
    return np.hstack([np.ones((len(configs), 1)), spin_products(configs, 2)])


def double_flip_set(n):
    rows = {(1,) * n}
    for pair in combinations(range(n), 2):
        row = np.ones(n, dtype=int)
        row[list(pair)] = -1
        rows.add(tuple(int(x) for x in row * row[0]))
    return np.array(sorted(rows, reverse=True))


def fit_pairs(configs, energies):
    design = pair_design(configs)
    assert np.linalg.matrix_rank(design) == design.shape[1]
    coefficients = np.linalg.lstsq(design, energies, rcond=None)[0]
    return coefficients, energies - design @ coefficients


# ---------- spin operators with unequal spins ----------
def spin_matrices(s):
    m = np.arange(s, -s - 0.5, -1.0)
    raising = np.diag(np.sqrt(s * (s + 1) - m[1:] * (m[1:] + 1)), 1)
    return [(raising + raising.T) / 2, (raising - raising.T) / 2j, np.diag(m)]


spins = [0.5, 1.0, 0.5, 1.5]
dims = [int(2 * s + 1) for s in spins]


def embed(matrix, site):
    out = np.eye(1)
    for k, d in enumerate(dims):
        out = np.kron(out, matrix if k == site else np.eye(d))
    return out


site_ops = [[embed(m, k) for m in spin_matrices(s)] for k, s in enumerate(spins)]
pairs4 = list(combinations(range(4), 2))
dot = {(i, j): sum(a @ b for a, b in zip(site_ops[i], site_ops[j]))
       for i, j in pairs4}
J_input = dict(zip(pairs4, [1.0, -0.4, 0.7, 0.9, 0.5, -0.2]))
E0_input, biquadratic, three_centre = 2.0, 0.12, 0.08
configs4 = all_configurations(4)
quartet_column = spin_products(configs4, 4)[:, 0]


def collinear_expectations(hamiltonian):
    values = []
    for config in configs4:
        state = np.ones(1)
        for sign, d in zip(config, dims):
            state = np.kron(state, np.eye(d)[0 if sign == 1 else d - 1])
        values.append((state @ hamiltonian @ state).real)
    return np.array(values)


operator_q = []
for L in [(0.3, 0.2, -0.1), (0.3, -0.2, -0.1)]:
    H = E0_input * np.eye(int(np.prod(dims))) + sum(
        J_input[p] * dot[p] for p in pairs4)
    H = H + L[0] * dot[0, 1] @ dot[2, 3] + L[1] * dot[0, 2] @ dot[1, 3]
    H = H + L[2] * dot[0, 3] @ dot[1, 2]
    H = H + biquadratic * dot[1, 3] @ dot[1, 3]
    H = H + three_centre / 2 * (dot[0, 1] @ dot[1, 2] + dot[1, 2] @ dot[0, 1])
    b, residual = fit_pairs(configs4, collinear_expectations(H))
    J_operator = {p: b[k + 1] / (spins[p[0]] * spins[p[1]])
                  for k, p in enumerate(pairs4)}
    expected = dict(J_input)
    expected[1, 3] -= biquadratic / 2
    expected[0, 2] += three_centre * spins[1] ** 2
    assert all(abs(J_operator[p] - expected[p]) < 1e-11 for p in pairs4)
    ss = spins[1] * spins[3]
    assert abs(b[0] - E0_input - biquadratic * (ss ** 2 + ss / 2)) < 1e-11
    q = np.mean(quartet_column * residual)
    assert abs(q - np.prod(spins) * sum(L)) < 1e-11
    operator_q.append((sum(L), q))

# ---------- rank and aliasing ----------
for n in range(3, 7):
    design = pair_design(all_configurations(n))
    assert np.linalg.matrix_rank(design) == 1 + n * (n - 1) // 2
double_ranks = {n: int(np.linalg.matrix_rank(pair_design(double_flip_set(n))))
                for n in (4, 5, 6)}
assert double_ranks[4] < 7 and double_ranks[5] == 11 and double_ranks[6] == 16
six = double_flip_set(6)
for pair in combinations(range(6), 2):
    others = [k for k in range(6) if k not in pair]
    assert np.array_equal(six[:, list(pair)].prod(1), six[:, others].prod(1))
configs5 = all_configurations(5)
blind = (configs5[:, 0] + configs5[:, 1]) * (configs5[:, 2] + configs5[:, 3]) == 0
blind_rank = int(np.linalg.matrix_rank(pair_design(configs5[blind])))
assert blind.sum() == 12 and blind_rank == 10


# ---------- unrestricted Hartree-Fock for Hubbard clusters ----------
def uhf(t, U, config):
    n_up = int(np.sum(config == 1))
    up = (config == 1).astype(float)
    down = 1.0 - up
    for _ in range(1000):
        F_up, F_down = -t + U * np.diag(down), -t + U * np.diag(up)
        c_up = np.linalg.eigh(F_up)[1][:, :n_up]
        c_down = np.linalg.eigh(F_down)[1][:, :len(t) - n_up]
        P_up, P_down = c_up @ c_up.T, c_down @ c_down.T
        change = max(np.abs(np.diag(P_up) - up).max(),
                     np.abs(np.diag(P_down) - down).max())
        up, down = np.diag(P_up).copy(), np.diag(P_down).copy()
        if change < 1e-13:
            break
    else:
        raise RuntimeError("UHF not converged")
    F_up = -t + U * np.diag(down)
    assert np.abs(F_up @ P_up - P_up @ F_up).max() < 1e-10 * U
    moments = (up - down) / 2
    assert np.all(moments * config > 0)
    energy = -np.sum(t * (P_up + P_down)) + U * np.sum(up * down)
    return energy, moments, np.trace(P_up @ P_down)


def perturbation_energy(t, U, config):
    A, B = np.where(config == 1)[0], np.where(config == -1)[0]
    X = t[np.ix_(B, A)] / U
    AA, BB = X.T @ X, X @ X.T
    G = -t[np.ix_(B, B)] @ X + X @ t[np.ix_(A, A)]
    d_squared = np.sum(np.diag(AA) ** 2) + np.sum(np.diag(BB) ** 2)
    return (-2 * U * np.sum(X ** 2) + U * (2 * np.sum(AA ** 2) - d_squared)
            - 2 * np.sum(G ** 2) / U)


U = 400.0  # all energies of the example in mEh
hoppings = {(0, 1): 30.0, (1, 2): 28.0, (2, 3): 26.0, (0, 3): 24.0,
            (0, 4): 20.0, (2, 4): 18.0, (1, 3): 12.0}
t = np.zeros((5, 5))
for (i, j), value in hoppings.items():
    t[i, j] = t[j, i] = value
pairs5 = list(combinations(range(5), 2))
quartets5 = list(combinations(range(5), 4))
Z5 = spin_products(configs5, 4)
solutions = [uhf(t, U, c) for c in configs5]
E5 = np.array([s[0] for s in solutions])
b5, r5 = fit_pairs(configs5, E5)
J5 = 4 * b5[1:]
q5 = Z5.T @ r5 / 16
rms = np.sqrt(np.mean(r5 ** 2))
assert abs(rms - np.linalg.norm(q5)) < 1e-9


def cycle_sum(a, b, c, d):
    return (t[a, b] * t[b, c] * t[c, d] * t[d, a]
            + t[a, b] * t[b, d] * t[d, c] * t[c, a]
            + t[a, c] * t[c, b] * t[b, d] * t[d, a])


q_leading = np.array([5 * cycle_sum(*s) / U ** 3 for s in quartets5])
errors, scaled_q, scaled_J = [], [], []
for scale in (0.25, 0.125):
    E = np.array([uhf(scale * t, U, c)[0] for c in configs5])
    PT = np.array([perturbation_energy(scale * t, U, c) for c in configs5])
    errors.append(np.abs(E - PT).max())
    coefficients, residual = fit_pairs(configs5, E)
    scaled_q.append(Z5.T @ residual / 16 / scale ** 4)
    scaled_J.append(4 * coefficients[1:] / scale ** 2)
error_ratio = errors[0] / errors[1]
assert 56 < error_ratio < 72  # sixth-order remainder: 2**6
q_limit = (4 * scaled_q[1] - scaled_q[0]) / 3
J_limit = (4 * scaled_J[1] - scaled_J[0]) / 3
J_leading = np.array([4 * t[p] ** 2 / U for p in pairs5])
assert np.abs(q_limit - q_leading).max() < 3e-3 * q_leading.max()
assert np.abs(J_limit - J_leading).max() < 1e-3 * J_leading.max()

# Full-rank subset without any residual degree of freedom
lookup = {tuple(c): e for c, e in zip(configs5.tolist(), E5)}
subset = double_flip_set(5)
b_subset, r_subset = fit_pairs(subset, np.array([lookup[tuple(c)]
                                               for c in subset.tolist()]))
J_bias = 4 * b_subset[1:] - J5
assert np.abs(r_subset).max() < 1e-9 and np.abs(J_bias).max() > 1e-3


def flipped_index(sites):
    row = np.ones(5, dtype=int)
    row[list(sites)] = -1
    row = row * row[0]
    return int(np.where((configs5 == row).all(axis=1))[0][0])


four = [flipped_index(s) for s in ((), (0, 1), (0,), (1,))]
weights = np.array([1.0, 1.0, -1.0, -1.0])  # divided by 4 S_i S_j = 1
J12_four = weights @ E5[four]
q_with_12 = sum(q5[k] for k, s in enumerate(quartets5) if 0 in s and 1 in s)
assert abs(J12_four - J5[0] - 4 * q_with_12) < 1e-9

# Independent unit noise in the energies
noise = np.random.default_rng(7).normal(size=(40000, 16))
X5 = pair_design(configs5)
noise_fit = noise @ np.linalg.pinv(X5).T
J_noise = np.std(4 * noise_fit[:, 1])
four_noise = np.std(noise[:, four] @ weights)
residual_noise = np.mean(np.sum((noise - noise_fit @ X5.T) ** 2, axis=1))
assert abs(J_noise - 1) < 0.03 and abs(four_noise - 2) < 0.06
assert abs(residual_noise - 5) < 0.15


# ---------- exact effective spin Hamiltonian of the square ----------
def many_fermion_hopping(t, n):
    states = list(combinations(range(len(t)), n))
    index = {s: k for k, s in enumerate(states)}
    matrix = np.zeros((len(states), len(states)))
    for s in states:
        for a, p in enumerate(s):
            rest = s[:a] + s[a + 1:]
            for q in range(len(t)):
                if q not in rest and t[q, p] != 0:
                    new = tuple(sorted(rest + (q,)))
                    sign = (-1) ** (a + new.index(q))
                    matrix[index[new], index[s]] -= sign * t[q, p]
    return states, matrix


def exact_collinear_energies(t, U):
    result = {}
    for n_up in range(1, 5):
        ups, T_up = many_fermion_hopping(t, n_up)
        downs, T_down = many_fermion_hopping(t, 4 - n_up)
        H = np.kron(T_up, np.eye(len(downs))) + np.kron(np.eye(len(ups)), T_down)
        H += U * np.diag([len(set(a) & set(b)) for a in ups for b in downs])
        neutral = [i * len(downs) + j for i, a in enumerate(ups)
                   for j, b in enumerate(downs) if not set(a) & set(b)]
        values, vectors = np.linalg.eigh(H)
        count = len(neutral)
        left, _, right = np.linalg.svd(vectors[neutral, :count])
        rotation = left @ right
        effective = rotation @ np.diag(values[:count]) @ rotation.T
        for a, energy in zip(ups, np.diag(effective)):
            result[a] = energy
    return np.array([result[tuple(int(k) for k in np.where(c == 1)[0])]
                     for c in configs4])


square = np.zeros((4, 4))
for k in range(4):
    square[k, (k + 1) % 4] = square[(k + 1) % 4, k] = 1.0


def fourth_order_coefficients(energy_function):
    values = []
    for repulsion in (50.0, 100.0):
        b, r = fit_pairs(configs4, energy_function(repulsion))
        values.append(repulsion ** 3 * np.array(
            [4 * b[1] - 4 / repulsion, 4 * b[2], np.mean(quartet_column * r)]))
    return (4 * values[1] - values[0]) / 3


square_uhf = fourth_order_coefficients(
    lambda u: np.array([uhf(square, u, c)[0] for c in configs4]))
square_exact = fourth_order_coefficients(
    lambda u: exact_collinear_energies(square, u))
assert np.abs(square_uhf - np.array([-8.0, 8.0, 5.0])).max() < 0.02
assert abs(square_exact[2] - 5.0) < 0.02

# ---------- output ----------
print(f"Five-centre cluster, U = {U:.0f} mEh; UHF energies in mEh:")
for c, e in zip(configs5, E5):
    print(f"  E({''.join('+' if x == 1 else '-' for x in c)}) = {e:.5f}")
print(f"Smallest |local moment| = {min(np.abs(s[1]).min() for s in solutions):.4f}")
print(f"Largest loss of <S^2> = {max(s[2] for s in solutions):.4f}")
print(f"Fitted E0 = {b5[0]:.5f} mEh")
print("Pair: t, fitted J, leading 4t^2/U (all mEh)")
for k, (i, j) in enumerate(pairs5):
    print(f"  {i+1}{j+1}: {t[i, j]:.0f}, {J5[k]:.5f}, {J_leading[k]:.5f}")
print(f"Rms residual = {rms:.5f} mEh")
print("Quartet: q from residual, leading cycle formula (mEh)")
for k, s in enumerate(quartets5):
    print(f"  {''.join(str(i+1) for i in s)}: {q5[k]:.5f}, {q_leading[k]:.5f}")
print(f"J12 from four energies = {J12_four:.5f} mEh")
print(f"11 double-flip states: max residual = {np.abs(r_subset).max():.1e} mEh")
print(f"  largest error of a J = {np.abs(J_bias).max():.5f} mEh")
print(f"Double-flip ranks, N=4,5,6: {list(double_ranks.values())}")
print(f"Rank of {blind.sum()} blind configurations, N=5: {blind_rank} (need 11)")
print(f"J error / energy noise: fit {J_noise:.3f}, four energies {four_noise:.3f}")
print(f"Mean squared residual norm / noise^2 = {residual_noise:.3f}")
print(f"Remainder ratio on halving t = {error_ratio:.2f}")
print("Square, t^4/U^3 coefficients: J_side, J_diagonal, q")
print("  UHF:   " + ", ".join(f"{x:.3f}" for x in square_uhf))
print("  exact: " + ", ".join(f"{x:.3f}" for x in square_exact))
for total, q in operator_q:
    print(f"Mixed spins: sum L = {total:.2f}, residual q = {q:.4f} (model units)")
print("ALL CHECKS PASSED")
```

Printed output:

```
Five-centre cluster, U = 400 mEh; UHF energies in mEh:
  E(+++++) = 0.00000
  E(++++-) = -3.68342
  E(+++-+) = -7.06365
  E(+++--) = -10.64541
  E(++-++) = -8.99982
  E(++-+-) = -9.32848
  E(++--+) = -9.14348
  E(++---) = -9.51468
  E(+-+++) = -9.21955
  E(+-++-) = -12.76634
  E(+-+-+) = -14.62463
  E(+-+--) = -18.07794
  E(+--++) = -10.21306
  E(+--+-) = -10.59812
  E(+---+) = -9.02912
  E(+----) = -9.45647
Smallest |local moment| = 0.4879
Largest loss of <S^2> = 0.0870
Fitted E0 = -9.52276 mEh
Pair: t, fitted J, leading 4t^2/U (all mEh)
  12: 30, 8.90158, 9.00000
  13: 0, 0.05057, 0.00000
  14: 24, 5.68665, 5.76000
  15: 20, 3.94439, 4.00000
  23: 28, 7.74641, 7.84000
  24: 12, 1.49110, 1.44000
  25: 0, 0.03813, 0.00000
  34: 26, 6.68451, 6.76000
  35: 18, 3.18825, 3.24000
  45: 0, 0.02758, 0.00000
Rms residual = 0.05032 mEh
Quartet: q from residual, leading cycle formula (mEh)
  1234: 0.04084, 0.04095
  1235: 0.02360, 0.02363
  1245: 0.00050, 0.00000
  1345: 0.01750, 0.01755
  2345: 0.00053, 0.00000
J12 from four energies = 9.16135 mEh
11 double-flip states: max residual = 1.6e-14 mEh
  largest error of a J = 0.14717 mEh
Double-flip ranks, N=4,5,6: [4, 11, 16]
Rank of 12 blind configurations, N=5: 10 (need 11)
J error / energy noise: fit 0.999, four energies 1.998
Mean squared residual norm / noise^2 = 5.013
Remainder ratio on halving t = 63.93
Square, t^4/U^3 coefficients: J_side, J_diagonal, q
  UHF:   -8.000, 8.000, 5.000
  exact: -20.000, 4.000, 5.000
Mixed spins: sum L = 0.40, residual q = 0.1500 (model units)
Mixed spins: sum L = -0.00, residual q = -0.0000 (model units)
ALL CHECKS PASSED
```
